# The Darwin Interaction from Retarded Potentials

Two electrons are 3 bohr apart and each moves at a speed of $\sqrt2\approx1.4$ atomic units. The Coulomb force on the first has size 0.1111 a.u. The full electromagnetic force, computed from where the second electron was when its influence set out, differs from this by $1.48\times10^{-5}$ a.u. A Lagrangian that contains only the positions and velocities of the two electrons at one common instant reproduces the full force with an error of $5.9\times10^{-7}$ a.u., about 4% of that difference. How can a function that knows nothing of the past account for most of an effect that includes delay?

## Setting and assumptions

Hartree atomic units are used, with Gaussian-type potentials: the Coulomb energy of two charges is $q_1q_2/r$, and $c=137.036$. The charges follow smooth paths $\mathbf r_1(t)$ and $\mathbf r_2(t)$ that do not meet. Their velocities are $\mathbf v_i$ and their accelerations $\mathbf a_i$, and

$$r=|\mathbf r_1-\mathbf r_2|,\qquad \mathbf n=\frac{\mathbf r_1-\mathbf r_2}{r}.$$

"Order $1/c^k$" refers to an expansion in which the paths are held fixed and $c$ is large. Physically this needs two things: speeds small compared with $c$, and a light travel time $r/c$ short compared with the time $T$ in which the motion changes. For an orbit of size $r$, $T$ is about $r/v$, and the two conditions coincide. The field of each charge at its own position is left out.

**The charge that feels the field.** In given potentials $\phi,\mathbf A$, particle 1 has the Lagrangian

$$L_1=-m_1c^2\sqrt{1-v_1^2/c^2}-q_1\phi+\frac{q_1}{c}\,\mathbf v_1\cdot\mathbf A. \tag{1}$$

Its field terms contribute to the equation of motion the force

$$-q_1\nabla\phi+\frac{q_1}{c}\Big[\nabla(\mathbf v_1\cdot\mathbf A)-\frac{d\mathbf A}{dt}\Big],\qquad \frac{d\mathbf A}{dt}=\partial_t\mathbf A+(\mathbf v_1\cdot\nabla)\mathbf A .$$

Since $\nabla(\mathbf v_1\cdot\mathbf A)-(\mathbf v_1\cdot\nabla)\mathbf A=\mathbf v_1\times(\nabla\times\mathbf A)$ at fixed $\mathbf v_1$, this is the Lorentz force $q_1(\mathbf E+\mathbf v_1\times\mathbf B/c)$.

**The charge that makes the field.** Let $R(t)=|\mathbf x-\mathbf r_2(t)|$ be the distance from a fixed field point $\mathbf x$. Dots on $R$ mean time derivatives at fixed $\mathbf x$. The retarded potential of a point charge is

$$\phi(\mathbf x,t)=q_2\int dt'\,\frac{\delta\big(t'-t+R(t')/c\big)}{R(t')}. \tag{2}$$

The argument of the delta function vanishes at the retarded time $t_{\rm ret}$, where $t-t_{\rm ret}=R(t_{\rm ret})/c$. Its derivative there is $1+\dot R/c$, which is positive for speeds below $c$. Dividing by this derivative, and repeating the calculation for the current $q_2\mathbf v_2$, gives the Liénard-Wiechert potentials

$$\phi=\frac{q_2}{R_{\rm ret}(1+\dot R_{\rm ret}/c)},\qquad \mathbf A=\frac{\mathbf v_{2,\rm ret}}{c}\,\phi. \tag{3}$$

Differentiating $R^2=(\mathbf x-\mathbf r_2)^2$ once gives $R\dot R=-(\mathbf x-\mathbf r_2)\cdot\mathbf v_2$. With $\mathbf n$ now pointing from the source to $\mathbf x$,

$$\dot R=-\mathbf n\cdot\mathbf v_2, \tag{4}$$

so the denominator in (3) is the familiar $R-\mathbf R\cdot\mathbf v_2/c$ at the retarded time, where $\mathbf R=\mathbf x-\mathbf r_2$. A second differentiation gives $\dot R^2+R\ddot R=v_2^2-(\mathbf x-\mathbf r_2)\cdot\mathbf a_2$, hence

$$\ddot R=\frac{v_2^2-(\mathbf n\cdot\mathbf v_2)^2}{R}-\mathbf n\cdot\mathbf a_2. \tag{5}$$

## Theorem

Under these assumptions, define

$$L_{\rm int}=-\frac{q_1q_2}{r}+L_D,\qquad L_D=\frac{q_1q_2}{2c^2r}\big[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)\big]. \tag{6}$$

(a) For a given path of particle 2, the field terms of (1) equal

$$L_{\rm int}+\frac{d}{dt}\Big(\frac{q_1q_2}{2c^2}\,\mathbf n\cdot\mathbf v_2\Big)+O(c^{-3}),$$

and the total derivative has no effect on the motion of particle 1.

(b) The same $L_{\rm int}$, counted once, gives the forces on both particles through order $1/c^2$.

The proof needs three lemmas: one for the retarded distance, one for the potentials, and one for the total derivative.

## Lemma 1: the retarded distance

$$R_{\rm ret}=R-\frac{R\dot R}{c}+\frac{1}{c^2}\Big(R\dot R^2+\tfrac12R^2\ddot R\Big)+O(c^{-3}),$$

with everything on the right taken at the present time $t$.

*Proof.* Let $s=t-t_{\rm ret}=R_{\rm ret}/c$ be the delay. Taylor's formula gives

$$R_{\rm ret}=R(t-s)=R-s\dot R+\tfrac12s^2\ddot R+O(s^3).$$

To lowest order $s=R/c$, so $R_{\rm ret}=R-R\dot R/c+O(c^{-2})$. Dividing by $c$ gives the improved delay $s=R/c-R\dot R/c^2+O(c^{-3})$. Inserted in the Taylor formula, it yields

$$-s\dot R=-\frac{R\dot R}{c}+\frac{R\dot R^2}{c^2},\qquad \tfrac12s^2\ddot R=\frac{R^2\ddot R}{2c^2},$$

up to $O(c^{-3})$. Their sum with $R$ is the claim. ∎

## Lemma 2: the potentials at the present time

$$\phi=q_2\Big[\frac1R+\frac{\ddot R}{2c^2}\Big]+O(c^{-3}),\qquad \mathbf A=\frac{q_2\mathbf v_2}{cR}+O(c^{-2}). \tag{7}$$

*Proof.* The denominator of $\phi$ is $D=R_{\rm ret}+R_{\rm ret}\dot R_{\rm ret}/c$. In the second term the factors are needed to first order only, because of the explicit $1/c$. With $\dot R_{\rm ret}=\dot R-R\ddot R/c+O(c^{-2})$,

$$R_{\rm ret}\dot R_{\rm ret}=\Big(R-\frac{R\dot R}{c}\Big)\Big(\dot R-\frac{R\ddot R}{c}\Big)+O(c^{-2})=R\dot R-\frac{R\dot R^2+R^2\ddot R}{c}+O(c^{-2}).$$

Divide by $c$ and add Lemma 1. The terms $\mp R\dot R/c$ cancel, the terms $\pm R\dot R^2/c^2$ cancel, and $\tfrac12-1=-\tfrac12$ remains in front of $R^2\ddot R/c^2$:

$$D=R-\frac{R^2\ddot R}{2c^2}+O(c^{-3}).$$

Therefore $1/D=(1/R)\,(1+R\ddot R/2c^2)+O(c^{-3})$, which is the first claim. In $\mathbf A$ there is already a factor $1/c$, and replacing retarded by present quantities changes the rest by $O(1/c)$. ∎

**Remark: where the first-order delay goes.** For an approaching source $\dot R<0$, so at first order in $1/c$ the retarded distance exceeds the present one, which by itself would weaken the potential. The factor $1+\dot R/c$ in the denominator is then below one and strengthens it. At first order the two effects cancel. What survives at second order is expressed through the present position, velocity and acceleration of the source, because over a short delay a smooth path is described by its present derivatives. This answers the opening question: the past is encoded in the present motion.

## Lemma 3: the total derivative

Along the path of particle 1, with $\ddot R$ evaluated at $\mathbf x=\mathbf r_1(t)$,

$$\ddot R=-\frac{d}{dt}(\mathbf n\cdot\mathbf v_2)+\frac{\mathbf v_1\cdot\mathbf v_2-(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)}{r}. \tag{8}$$

*Proof.* By (4), $\dot R$ is the function $u(\mathbf x,t)=-\mathbf n\cdot\mathbf v_2$, and $\ddot R=\partial_tu$ at fixed $\mathbf x$. Following the moving particle 1 instead gives $du/dt=\partial_tu+\mathbf v_1\cdot\nabla u$. Hence

$$\ddot R=\frac{du}{dt}-\mathbf v_1\cdot\nabla u=-\frac{d}{dt}(\mathbf n\cdot\mathbf v_2)+(\mathbf v_1\cdot\nabla)(\mathbf n\cdot\mathbf v_2).$$

The gradient acts on $\mathbf n=(\mathbf x-\mathbf r_2)/R$ but not on $\mathbf v_2(t)$. Since $\nabla R=\mathbf n$,

$$(\mathbf v_1\cdot\nabla)\mathbf n=\frac{\mathbf v_1}{r}-\frac{(\mathbf x-\mathbf r_2)(\mathbf v_1\cdot\mathbf n)}{r^2}=\frac{\mathbf v_1-\mathbf n(\mathbf v_1\cdot\mathbf n)}{r}.$$

The scalar product with $\mathbf v_2$ gives (8). ∎

## Proof of the theorem

**Part (a).** Put (7) at $\mathbf x=\mathbf r_1$ into the field terms of (1). The coupling to $\mathbf A$ supplies another $1/c$, so the stated accuracy of $\mathbf A$ suffices:

$$-q_1\phi+\frac{q_1}{c}\mathbf v_1\cdot\mathbf A=-\frac{q_1q_2}{r}+\frac{q_1q_2}{c^2}\Big[\frac{\mathbf v_1\cdot\mathbf v_2}{r}-\frac{\ddot R}{2}\Big]+O(c^{-3}). \tag{9}$$

This expression contains $\mathbf a_2$ and treats the particles unequally. By (8), the square bracket is

$$\frac{\mathbf v_1\cdot\mathbf v_2}{r}-\frac{\mathbf v_1\cdot\mathbf v_2-(\mathbf v_1\cdot\mathbf n)(\mathbf v_2\cdot\mathbf n)}{2r}+\frac12\frac{d}{dt}(\mathbf n\cdot\mathbf v_2).$$

One half of $\mathbf v_1\cdot\mathbf v_2/r$ is left, and the product of the components along $\mathbf n$ enters with a plus sign. This is $L_D$ together with the stated derivative.

With the path of particle 2 given, $F=q_1q_2\,\mathbf n\cdot\mathbf v_2/(2c^2)$ is a function of $\mathbf r_1$ and $t$. Its derivative $dF/dt=\partial_tF+\mathbf v_1\cdot\nabla F$ contributes to the equation of motion

$$\nabla\frac{dF}{dt}-\frac{d}{dt}\frac{\partial}{\partial\mathbf v_1}\frac{dF}{dt}=\big[\partial_t\nabla F+(\mathbf v_1\cdot\nabla)\nabla F\big]-\frac{d}{dt}\nabla F=0,$$

because the square bracket is the derivative of $\nabla F$ along the path. The term may be dropped.

**Part (b).** Exchange the roles of the particles and repeat the argument. Then $\mathbf n$ changes sign, but it occurs twice in $L_D$, so the same function results. The derivative removed is now that of $-q_1q_2\,\mathbf n\cdot\mathbf v_1/(2c^2)$. Hence

$$L=\sum_{i=1}^2\Big(\tfrac12m_iv_i^2+\frac{m_iv_i^4}{8c^2}\Big)+L_{\rm int} \tag{10}$$

gives both equations of motion through order $1/c^2$. The kinetic terms come from $\sqrt{1-x}=1-x/2-x^2/8+\dots$ with $x=v_i^2/c^2$, the constant $-m_ic^2$ being omitted. Adding one copy of $L_{\rm int}$ for each particle would double every force. ∎

## Worked example

The electrons of the opening have $q_1=q_2=-1$ and prescribed paths, which suitable external forces are assumed to maintain. Near $t=0$ the path of particle 2 is cubic in time, with constant $\dot{\mathbf a}_2=(1,2,0)$. The quoted values of the full retarded force refer to this path, with a delay of about 0.022 a.u. of time. The cubic form is meant only over such short times: continued about 11 a.u. into the past it would exceed the speed of light, so at earlier times the path is taken to be any smooth motion slower than $c$. At $t=0$, in atomic units,

$$\mathbf r_1-\mathbf r_2=(1,2,2),\quad \mathbf v_1=(1,0,1),\quad \mathbf v_2=(0,1,1),\quad \mathbf a_2=(1,-1,0).$$

Thus $r=3$ and $\mathbf n=(\tfrac13,\tfrac23,\tfrac23)$, which gives $\mathbf v_1\cdot\mathbf v_2=1$, $\mathbf v_1\cdot\mathbf n=1$ and $\mathbf v_2\cdot\mathbf n=\tfrac43$. Equation (5), with $v_2^2=2$ and $\mathbf n\cdot\mathbf a_2=-\tfrac13$, gives

$$\ddot R=\frac{2-16/9}{3}+\frac13=0.4074.$$

The coefficient of $q_1q_2/c^2$ in (9) is $\tfrac13-0.2037=0.1296$. The Darwin coefficient is

$$\frac{1+4/3}{2\times3}=0.3889.$$

The difference, $0.1296-0.3889=-0.2593$, is the removed derivative $\tfrac12\,d(\mathbf n\cdot\mathbf v_2)/dt$. The value of the term at one instant has tripled while the equations of motion are unchanged, so that value alone is not an observable. Here

$$L_D=\frac{0.3889}{(137.036)^2}=2.07\times10^{-5}\ \text{hartree}=5.64\times10^{-4}\ \text{eV},$$

compared with a Coulomb energy of 0.3333 hartree.

Keeping the magnetic coupling $\mathbf v_1\cdot\mathbf v_2/(c^2r)$ but treating $\phi$ as instantaneous is not a consistent approximation. For these paths it leaves a force error of $0.173/c^2$ at large $c$. At the physical $c$ this is about $9\times10^{-6}$ a.u., comparable with the whole correction of $1.48\times10^{-5}$ a.u.

## Remarks on meaning and limits

**Equal constant velocities.** Let two equal charges $q$ move with the same constant $\mathbf v$. Then $r$, $\mathbf n$ and $\partial L_{\rm int}/\partial\mathbf v_1$ are constant, and the force on particle 1 is the gradient of

$$L_{\rm int}=\frac{q^2}{r}\Big[-1+\frac{v^2+(\mathbf v\cdot\mathbf n)^2}{2c^2}\Big].$$

The gradient of $(\mathbf v\cdot\mathbf n)^2$ is $2(\mathbf v\cdot\mathbf n)[\mathbf v-\mathbf n(\mathbf v\cdot\mathbf n)]/r$. It vanishes when $\mathbf v$ is perpendicular or parallel to $\mathbf n$. The repulsion is therefore

$$\frac{q^2}{r^2}\Big(1-\frac{v^2}{2c^2}\Big)\ \text{side by side},\qquad \frac{q^2}{r^2}\Big(1-\frac{v^2}{c^2}\Big)\ \text{one behind the other}.$$

For two electrons at $r=1$ bohr and $v=1$ a.u., $L_D$ is $2.66\times10^{-5}$ hartree in the first geometry and twice that, $5.33\times10^{-5}$ hartree, in the second.

The second force can be checked without expansion. At a distance $d$ ahead of the source, $R_{\rm ret}=d+vR_{\rm ret}/c$, so the denominator in (3) is $R_{\rm ret}(1-v/c)=d$. Then $\phi=q/d$ and $A=qv/(cd)$ along the line. As the pattern moves with the source, $\partial_tA=-v\,\partial_xA=qv^2/(cd^2)$, and

$$E=-\partial_x\phi-\frac1c\partial_tA=\frac{q}{d^2}\Big(1-\frac{v^2}{c^2}\Big).$$

By axial symmetry $\mathbf B=0$ on the line, so $qE$ is the entire force, in agreement.

**A heavy partner.** If particle 2 stays at rest, $L_D$, its gradients with respect to the positions and $\partial L_D/\partial\mathbf v_1$ are all zero, so $L_D$ gives no force on particle 1. The force on particle 2 does not vanish in general: it is $-\frac{d}{dt}\,\partial L_D/\partial\mathbf v_2$ with $\partial L_D/\partial\mathbf v_2=q_1q_2[\mathbf v_1+\mathbf n(\mathbf v_1\cdot\mathbf n)]/(2c^2r)$, the $1/c^2$ correction to the field of the moving particle 1. For an isolated pair in the frame of zero total momentum, $\mathbf v_2=-(m_1/m_2)\mathbf v_1$ to lowest order, and the value of the term is

$$L_D=-\frac{m_1}{m_2}\,\frac{q_1q_2}{2c^2r}\big[v_1^2+(\mathbf v_1\cdot\mathbf n)^2\big].$$

In this frame it is a recoil effect, proportional to the mass ratio at given $\mathbf v_1$. The separate forces on the two particles must be derived from (6) before this substitution is made. For the relative motion alone, the zero-order relations between the particle velocities and the relative velocity may be inserted in (10) first. The total momentum is zero, so the neglected centre-of-mass velocity is of order $1/c^2$ and changes the Lagrangian only at order $1/c^4$.

**The sign in the Hamiltonian.** Write (10) as $L=L_0+L'$, with $L'$ collecting the $1/c^2$ terms. At fixed momenta $\mathbf p_i$, the correction shifts the velocities by some $\delta\mathbf v_i$ of order $1/c^2$. In $H=\sum\mathbf p_i\cdot\mathbf v_i-L$ this shift contributes $\sum(\mathbf p_i-\partial L_0/\partial\mathbf v_i)\cdot\delta\mathbf v_i$. The bracket vanishes at the unshifted velocities $\mathbf p_i/m_i$, so to this order $H=H_0-L'$:

$$H=\sum_i\Big(\frac{p_i^2}{2m_i}-\frac{p_i^4}{8m_i^3c^2}\Big)+\frac{q_1q_2}{r}-\frac{q_1q_2}{2m_1m_2c^2r}\big[\mathbf p_1\cdot\mathbf p_2+(\mathbf p_1\cdot\mathbf n)(\mathbf p_2\cdot\mathbf n)\big].$$

Expressed in velocities, the same energy contains $+L_D$. Indeed $L_D$ is linear in each velocity, so $\sum\mathbf v_i\cdot\partial L_D/\partial\mathbf v_i-L_D=2L_D-L_D$. The two signs agree because $\mathbf p_i=m_i\mathbf v_i+\partial L_D/\partial\mathbf v_i+\dots$: the kinetic energy $p_i^2/2m_i$, summed over both particles, hides a contribution $2L_D$.

**What is left out.** The next order follows from (2). Expand the delta function in powers of $R/c$ and integrate by parts:

$$\phi=q_2\sum_{k\ge0}\frac{(-1)^k}{k!\,c^k}\frac{d^k}{dt^k}R^{k-1}.$$

The derivatives are at fixed $\mathbf x$. The term $k=1$ is the derivative of a constant, which confirms the cancellation in Lemma 2. The term $k=3$ is $-(q_2/6c^3)\,d^3R^2/dt^3$. Its negative gradient is $-q_2\dot{\mathbf a}_2/(3c^3)$, because $\nabla R^2=2(\mathbf x-\mathbf r_2)$. The same expansion for the current gives the next term of $\mathbf A$ as $-q_2\mathbf a_2/c^2$, which is uniform in space and has no magnetic field, but contributes $+q_2\dot{\mathbf a}_2/c^3$ to $\mathbf E$. With the self-fields excluded as assumed, the leading part of the force of particle 2 on particle 1 that the Darwin description misses is therefore

$$\Delta\mathbf F_1=\frac{2q_1q_2}{3c^3}\,\dot{\mathbf a}_2.$$

In the example $\dot{\mathbf a}_2=(1,2,0)$, of size $\sqrt5$, so this is $5.79\times10^{-7}$ a.u. The actual remainder is $5.86\times10^{-7}$ a.u., and the small difference comes from higher orders. The same formula with the labels exchanged holds for the force on particle 2. The Darwin Lagrangian is thus unreliable when speeds approach $c$, when the motion changes appreciably during $r/c$, or when effects of order $1/c^3$ or higher, such as dipole radiation, are wanted.

## Numbers as computed

```
speed of light c: 137.035999 a.u.
charge q1: -1 e
charge q2: -1 e
r1 - r2: (1, 2, 2) bohr
distance r: 3 bohr
unit vector n: (0.333333, 0.666667, 0.666667) (no unit)
velocity v1: (1, 0, 1) a.u.
acceleration a1: (0, 1, 1) a.u.
rate of acceleration 1: (-1, 0, 1) a.u.
velocity v2: (0, 1, 1) a.u.
acceleration a2: (1, -1, 0) a.u.
rate of acceleration 2: (1, 2, 0) a.u.
v1.v2: 1 a.u.
v1.n: 1 a.u.
v2.n: 1.33333 a.u.
first time derivative of R: -1.33333 a.u.
second time derivative of R: 0.407407 a.u.
coefficient of q1q2/c^2 before removal: 0.12963 a.u.
removed total derivative, same factor: -0.259259 a.u.
Darwin coefficient, same factor: 0.388889 a.u.
Coulomb energy: 0.333333 hartree
Darwin term in L: 2.07089e-05 hartree
Darwin term in L: 0.000563517 eV
its energy contribution in velocities: 2.07089e-05 hartree
Coulomb force size on particle 1: 0.111111 a.u.
retarded minus Coulomb force, size: 1.47939e-05 a.u.
retarded minus Darwin-Lagrangian force, size: 5.86445e-07 a.u.
c^2 times force error without phi retardation: 0.173386 a.u.
Hamiltonian error ratio when c is doubled: 16.000053 (no unit)
simple geometry: distance: 1 bohr
simple geometry: both speeds: 1 a.u.
Darwin term in L, side by side: 2.66257e-05 hartree
Darwin term in L, one behind the other: 5.32514e-05 hartree
```
